\section*{Why symmetric relaxation can miss a defect's lowest-energy structure}

\section*{Question}

An excess electron is shared by two equivalent metal sites in an oxide supercell. The structure is relaxed until every force is below the tolerance, and the two sites remain equivalent. Why can a distorted structure of lower energy still exist, how much energy can be missed, and what makes the relaxation find it?

\section*{Answer}

\subsection*{Symmetry removes the force that would be needed}

Let the column vector $q$ hold the atomic displacements, and let $S$ be an orthogonal matrix that exchanges equivalent atoms. If the exchange is a symmetry of the system, then $E(Sq)=E(q)$. Assume that the electronic state is non-degenerate and, in a self-consistent method, that the solution is unique, so that $E$ can be differentiated. A functional that localizes strongly can have two symmetry-broken solutions at a symmetric geometry, and each of them then carries an odd force. The chain rule gives
\begin{equation}
S^{T}(\nabla E)(Sq)=(\nabla E)(q).
\end{equation}
At a symmetric geometry $Sq=q$, both gradients are taken at the same point. With $F=-\nabla E$, multiplication by $S$ gives
\begin{equation}
SF=F .
\end{equation}
A distortion $u$ that is odd under the exchange obeys $Su=-u$. Since $S$ preserves scalar products,
\begin{equation}
u\cdot F=(Su)\cdot(SF)=-u\cdot F=0 .
\end{equation}
The force along $u$ vanishes whatever the curvature along $u$ may be.

A steepest-descent step $q\to q+\alpha F$ adds a symmetric vector to a symmetric vector, so the next geometry is symmetric too. The same holds for methods that combine earlier forces and steps, provided that their initial guess for the Hessian treats equivalent atoms alike. In exact arithmetic the search never leaves the symmetric subspace. It can at best reach a minimum among the symmetric structures, and this point may be a saddle of the full energy surface.

Translations are covered by the same argument. A supercell built by repeating a smaller cell keeps that repetition during relaxation if nothing breaks it, even when an electron would gain energy by settling in one of the copies.

\subsection*{A two-site energy surface}

Let one electron occupy two sites, each surrounded by a cage of six oxygen atoms. The normalized coordinate $q_i$ moves the six oxygens of cage $i$ outward by $q_i/\sqrt6$ each. The cages are taken as independent and harmonic, with stiffness $k$. An outward displacement lowers the electron's energy on that site by $gq_i$, and the hopping amplitude is $t>0$. Energies are measured from the site level in the undistorted lattice:
\begin{equation}
E=\frac k2(q_1^2+q_2^2)+\varepsilon_-,\qquad
H=\begin{pmatrix}-gq_1&-t\\-t&-gq_2\end{pmatrix},
\end{equation}
where $\varepsilon_-$ is the lower eigenvalue of $H$. Define
\begin{equation}
s=\frac{q_1+q_2}{\sqrt2},\quad a=\frac{q_1-q_2}{\sqrt2},\quad G=\frac g{\sqrt2}.
\end{equation}
Then $q_1^2+q_2^2=s^2+a^2$, and the diagonal elements of $H$ are $-Gs\mp Ga$. The eigenvalues are $-Gs\pm\sqrt{t^2+G^2a^2}$, so
\begin{equation}
E(s,a)=\frac k2(s^2+a^2)-Gs-\sqrt{t^2+G^2a^2}.
\label{surface}
\end{equation}
Exchange of the sites changes the sign of $a$ and leaves $s$ alone.

One energy sets the scale. An electron confined to one site has energy $kq^2/2-gq$, which is least at $q=g/k$. The energy gained there is
\begin{equation}
P=\frac{g^2}{2k}=\frac{G^2}{k}.
\end{equation}

\subsection*{Where the symmetric search stops}

Let $n_i$ be the electron population of site $i$. By the Hellmann--Feynman theorem the force on a cage is
\begin{equation}
F_i=-kq_i+gn_i,\qquad n_1+n_2=1 .
\end{equation}
At $q_1=q_2$ the lower state is the even combination, so $n_1=n_2=1/2$ and the two forces are equal. They need not be zero: at $q_1=q_2=0$ each is $g/2$. The relaxation therefore makes real progress before it stops at
\begin{equation}
q_1=q_2=\frac g{2k}.
\end{equation}
The elastic energy there is $k(g/2k)^2=P/2$, and the electronic energy is $-g^2/(2k)-t=-P-t$. The sum is
\begin{equation}
E_{\rm sym}=-t-\frac P2 .
\end{equation}

\subsection*{Why this point can be unstable}

At $a=0$ the even and odd electronic states are separated by $2t$. A small distortion adds $-Ga\,\sigma_z$ to $H$, where $\sigma_z$ is $+1$ on site 1 and $-1$ on site 2. Its expectation value in the even state is zero, so there is no first-order force. Its matrix element between the even and odd states has magnitude $G|a|$, and second-order perturbation theory lowers the electronic energy by $G^2a^2/(2t)$. Together with the elastic cost,
\begin{equation}
\Delta E\simeq\frac12\left(k-\frac{G^2}{t}\right)a^2=\frac{\kappa}{2}a^2,
\qquad \kappa=k\left(1-\frac Pt\right).
\end{equation}
Physically, the distortion draws charge to the expanded cage, and this charge pushes the cage further out. If $P>t$, the push exceeds the elastic restoring force and $\kappa<0$. The curvature along $s$ is $k>0$, so a vibrational calculation restricted to symmetric displacements would report a stable structure.

This mixing of separated states by a distortion is the pseudo-Jahn--Teller effect. The Jahn--Teller effect proper requires degeneracy, here $t=0$, and is treated below because the statement about forces then changes.

\subsection*{The lower minimum and the missed energy}

Write $w=\sqrt{t^2+G^2a^2}$. Since $dw/da=G^2a/w$, equation~\eqref{surface} gives
\begin{equation}
\frac{\partial E}{\partial a}=a\left(k-\frac{G^2}{w}\right)=0 .
\end{equation}
Besides $a=0$ there is the solution $w=G^2/k=P$, which requires $P>t$:
\begin{equation}
a_0^2=\frac{P^2-t^2}{G^2},\qquad
|n_1-n_2|=\frac{G|a_0|}{w}=\sqrt{1-\frac{t^2}{P^2}} .
\end{equation}
The second derivative follows from
\begin{equation}
\frac{d}{da}\left(\frac{G^2a}{w}\right)=\frac{G^2}{w}-\frac{G^4a^2}{w^3}
=\frac{G^2t^2}{w^3}.
\end{equation}
At $w=P$, with $G^2=kP$, the curvature is $k-kt^2/P^2=k(1-t^2/P^2)>0$. Both signs of $a_0$ therefore give minima.

The $s$ part of the energy is least at $s=G/k$ and contributes $-G^2/(2k)=-P/2$, for any $a$. Using $k/G^2=1/P$ in the $a$ part,
\begin{equation}
E_{\min}=-\frac P2+\frac{P^2-t^2}{2P}-P=-P-\frac{t^2}{2P}.
\end{equation}
The energy missed by symmetric relaxation is therefore
\begin{align}
\Delta&=E_{\rm sym}-E_{\min}
=\frac P2-t+\frac{t^2}{2P}\nonumber\\
&=\frac P2\left(1-\frac tP\right)^2\qquad(P>t).
\label{gain}
\end{align}
For $P\le t$ the symmetric structure is the minimum and nothing is missed. Just above the threshold, $\Delta=(P-t)^2/(2P)$ is small because it is quadratic in the excess. For $t\ll P$ it approaches $P/2$: sharing the electron between two cages then forfeits half of the one-site relaxation energy.

\subsection*{Numbers for an electron on two titanium sites}

Take $k=14$ eV/\AA$^2$, $g=3.7$ eV/\AA\ and $t=0.20$ eV. These are rough values meant for an electron shared by two Ti sites in a titanium dioxide film; they are not a first-principles result. Then
\begin{equation}
P=\frac{3.7^2}{2\times14}=0.489\ {\rm eV},\qquad \frac Pt=2.44,
\end{equation}
and the symmetric point is a saddle. A steepest-descent relaxation with $\alpha=0.02$ \AA$^2$/eV, started at $q_1=q_2=0$, stops after 17 steps at $-0.4445$ eV, with each cage coordinate near $0.132$ \AA. Its criterion is a norm of the whole force vector below $0.01$ eV/\AA. The odd curvature at this point is
\begin{equation}
\kappa=14\,(1-2.445)\simeq-20.2\ {\rm eV/\AA^2}.
\end{equation}
With the mass of oxygen, the bare cage vibration has a quantum of 60 meV. The unstable mode appears in a full vibrational calculation as an imaginary quantum of $60.5\sqrt{20.2/14}\simeq73$ meV.

The distorted minimum has $q_1=0.253$ \AA\ and $q_2=0.012$ \AA, with 96\% of the electron on site 1. Each oxygen around that site moves outward by $0.253/\sqrt6=0.103$ \AA. The missed energy is
\begin{equation}
\Delta=\frac{0.489}{2}\left(1-\frac{0.20}{0.489}\right)^2{\rm eV}\simeq85\ {\rm meV}.
\end{equation}
The ionized defect has no electron in this model and relaxes to $q_1=q_2=0$ with zero energy. If the removed electron is assigned the energy of the undistorted site level, which is the zero used here, its binding energy is 0.444 eV from the symmetric calculation and 0.530 eV from the distorted one. The computed charge-transition level is too shallow by 85 meV. This shift does not depend on the choice of reference level; it is 16\% of the 0.530 eV.

With $k$ and $g$ held fixed, direct minimization gives missed energies of 155, 85, 37 and 8 meV for $t=0.1$, 0.2, 0.3 and 0.4 eV, and zero for $t=0.6$ eV. These agree with equation~\eqref{gain} and its threshold.

\subsection*{What lets the relaxation escape}

Near the saddle an odd displacement $a$ produces a force $|\kappa|a$ away from symmetry. Steepest descent multiplies $a$ by $1+\alpha|\kappa|$ at each step. Rounding errors can seed this growth, but a run may meet its force criterion long before they become visible.

A deliberate kick must also be large enough. If the structure sits exactly at the saddle and receives a purely odd kick, the optimizer stops at once unless
\begin{equation}
a>\frac{f_{\rm tol}}{|\kappa|}=\frac{0.01}{20.2}\ {\rm \AA}\simeq0.0005\ {\rm \AA},
\end{equation}
where $f_{\rm tol}$ bounds the norm of the whole force vector. A kick of half this size ends after zero steps. A structure relaxed only to the tolerance keeps a residual even force, which delays the stop: from the 17-step structure above, the kick needed for escape is about half this value. A kick of twice this size leads, with the same $\alpha$ as before, in 33 steps to the distorted minimum at $-0.5298$ eV.

The criterion may instead limit the largest force on one atom. The odd mode moves twelve oxygens by $a/\sqrt{12}$ each, and each feels a force $|\kappa|a/\sqrt{12}$. The same $0.0005$ \AA\ is then the required displacement per oxygen, in the pattern of the mode. If every atomic coordinate receives an independent random displacement of standard deviation $\sigma$, its projection on the normalized odd mode also has standard deviation $\sigma$. A value of $0.02$ \AA\ is therefore usually ample here, though one draw can have a small projection by chance. Displacing the atoms along the imaginary mode, or expanding one cage by hand, avoids that chance.

The full Hessian tells whether the structure is a local minimum, unless a curvature other than those of rigid translations vanishes, as the odd one does at $P=t$; higher-order terms then decide. It cannot exclude a lower minimum beyond a barrier. In the present surface that case does not arise, since $a=0$ is the sole stationary value of $a$ when $P\le t$. A larger defect may have several basins and then needs several starting structures.

\subsection*{Amorphous networks}

In an amorphous network the two sites are not equivalent. Let the bare level of site 1 lie below that of site 2 by $b$. At $a=0$ the populations then differ by
\begin{equation}
n_1-n_2=\frac{b/2}{\sqrt{t^2+b^2/4}}\simeq\frac{b}{2t}\qquad(b\ll 2t),
\end{equation}
and the odd force is $G(n_1-n_2)\simeq Gb/(2t)$. With $G=2.616$ eV/\AA, a difference of 10 meV gives $0.065$ eV/\AA, well above the tolerance. The smallest difference that restarts a relaxation from the exact symmetric point is about
\begin{equation}
b=\frac{2tf_{\rm tol}}{G}=\frac{2\times0.20\times0.01}{2.616}\ {\rm eV}\simeq1.5\ {\rm meV}.
\end{equation}
Half of this difference leaves the optimizer where it is; twice this difference takes it to a localized structure. A relaxation started from $q_1=q_2=0$ escapes already at half this difference, because the odd displacement grows while the cages are still relaxing. The symmetry trap thus belongs mainly to crystalline reference cells and to structures whose symmetry is imposed. Disorder opens this particular trap, but it does not ensure that the basin reached is the lowest one in the network.

\subsection*{The degenerate limit}

At $t=0$ the two electronic sheets, apart from their common $s$ part, are
\begin{equation}
E_\pm(a)=\frac k2a^2\pm G|a| .
\end{equation}
The lower sheet has a cusp at $a=0$, with slopes $-G$ to the right and $+G$ to the left. An electron placed on one site feels a force at once, so it is false that forces vanish in every state of a Jahn--Teller system at its symmetric point. The symmetry argument required a differentiable energy, and that condition fails here.

If the two degenerate levels are each held half occupied, the terms $\pm G|a|$ cancel and the energy is $ka^2/2$. The force at $a=0$ then vanishes and the curvature is $+k$. A kick decays, and the calculation misses $P/2$, which is 0.24 eV for the present $k$ and $g$. The cure is to place the electron on one site and let the lattice respond.

\subsection*{When the energy functional removes the minimum}

A kick helps if the calculated surface has a distorted minimum. Approximate density functionals can favour an electron spread over several sites. Model this error by
\begin{equation}
E_C=\frac C2\sum_i n_i(n_i-1),\qquad C>0,
\end{equation}
which vanishes for an electron on one site and is negative for a shared one. At fixed populations the cages relax to $q_i=gn_i/k$, with energy $-P\sum_i n_i^2$. Let $p=n_1-n_2$. Then $\sum_i n_i^2=(1+p^2)/2$, and the hopping energy of the lower state is $-2t\sqrt{n_1n_2}=-t\sqrt{1-p^2}$. Hence
\begin{align}
E(p)&=-\frac P2(1+p^2)-t\sqrt{1-p^2}-\frac C4(1-p^2)\nonumber\\
&=\text{const}-\frac{P_C}{2}p^2-t\sqrt{1-p^2},\quad P_C=P-\frac C2 .
\end{align}
For $P_C>t$ a stationary point with $p\neq0$ has $\sqrt{1-p^2}=t/P_C$. Insertion gives
\begin{align}
E(0)-E(p)&=\frac{P_C}{2}\left(1-\frac{t^2}{P_C^2}\right)-t+\frac{t^2}{P_C}\nonumber\\
&=\frac{P_C}{2}\left(1-\frac t{P_C}\right)^2 .
\end{align}
This is equation~\eqref{gain} with $P$ replaced by $P_C$. If $P_C\le t$, the inequality $1-\sqrt{1-p^2}\ge p^2/2$ gives $E(p)-E(0)\ge(t-P_C)p^2/2\ge0$, so no lower distorted state is left. The critical error is
\begin{equation}
C_{\rm c}=2(P-t)=0.58\ {\rm eV}.
\end{equation}
At half this value the missed energy has already fallen from 85 to 30 meV. At $1.3\,C_{\rm c}$ a self-consistent calculation started with 95\% of the electron on one site returns to equal populations. Smeared occupations act in the same direction even at $C=0$: a Fermi width of 0.1 eV lowers the gain in free energy to about 62 meV, and a width of 0.25 eV removes the distorted minimum. If a kick fails although it was large enough, this is therefore evidence about the calculated surface, that is, about the functional and the occupation scheme, and not yet about the material.

\subsection*{How far the number can be trusted}

Titanium dioxide is a real setting for this question because an excess electron can localize on a Ti site and distort its surroundings. The oxygen displacement of $0.10$ \AA\ is about 5\% of a Ti--O bond of roughly 2 \AA, a plausible size for such a distortion. The missed energy is much less secure. It falls from 155 to 37 meV as the roughly known $t$ goes from 0.1 to 0.3 eV, and real bonds are not harmonic.

To estimate the effect of anharmonicity, replace each spring by a Morse bond with the same initial stiffness and a rough range parameter $\beta=1.7$ \AA$^{-1}$. The missed energy rises from 85 to 182 meV. The leading change in elastic energy is $-k\beta\sum_iq_i^3/(2\sqrt6)$: outward stretching softens the bonds, and the cube favours one large displacement over two smaller ones. Evaluated at the harmonic geometries, this term adds
\begin{equation}
\frac{14\times1.7}{2\sqrt6}\left(0.253^3-2\times0.132^3\right){\rm eV}\simeq0.06\ {\rm eV}.
\end{equation}
At these fixed geometries the higher terms reduce the addition slightly, to about 0.05 eV. The readjustment of the cages and of the electron populations supplies the rest. The harmonic 85 meV thus gives an order of magnitude. Oxygen atoms shared between neighbouring cages would change it further, by an amount not estimated here.

The finite supercell has a smaller effect. Let a fixed compensating charge sit midway between the sites. For sites 3 \AA\ apart in a neutral cubic cell of 10 \AA, with a rough electronic dielectric constant of 6, a lattice sum over point charges gives an image energy of $-11$ meV for the localized state relative to the shared one. The compensating charge is equally far from both sites and drops out of this difference, so a charged cell with a uniform background gives the same value. On this estimate the cell exaggerates the missed energy by about 13\% of the harmonic value. Screening by ions outside the two cages is left out and would weaken the interaction. Elastic interaction between images is not included.

The nuclei also move. For exactly equivalent sites, tunnelling joins the two wells into an even and an odd state, split by 0.8 meV in this model. The true quantum ground state then has equal average populations, and ``ground state'' in the static calculation means the lowest minimum for fixed nuclei. The lowest vibronic level still lies 59 meV below the barrier top, so the wells remain meaningful. A site difference of 10 meV, much larger than the splitting, restores a population difference of 0.88, close to the static 0.91.

At 300 K the barrier of 85 meV is about 3.3 times the thermal energy of 25.9 meV. For this harmonic model, classical transition-state theory gives a one-way rate near $5\times10^{11}$ s$^{-1}$, or a residence time near 2 ps. The vibrational quantum in the well is about twice the thermal energy and only two tunnelling pairs lie below the barrier top, so the classical value is a rough guide; a harmonic quantum correction raises it by a factor near 1.7. The rate also depends exponentially on the uncertain barrier, so a real residence time could be very different. A structure averaged over much longer times can look symmetric although the electron spends most of its time in distorted surroundings. An average symmetric structure is therefore no proof that the symmetric point is a minimum. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Stiffness k: 14.0 eV/A^2
Coupling g: 3.70 eV/A
Hopping t: 0.20 eV
Odd-mode coupling G: 2.6163 eV/A
One-site relaxation energy P: 0.4889 eV
Ratio P/t: 2.445
Force tolerance, whole vector: 0.010 eV/A
Symmetric relaxation steps from q=0: 17
Symmetric q1=q2: 0.1321 A
Symmetric energy, formula: -0.44446 eV
Symmetric energy, optimizer: -0.44446 eV
Odd curvature at symmetric point: -20.225 eV/A^2
Even curvature at symmetric point: 14.000 eV/A^2
Oxygen mass: 15.999 u
Bare vibrational quantum: 60.48 meV
Unstable mode, imaginary quantum: 72.69 meV
Distorted q1: 0.2527 A
Distorted q2: 0.0116 A
Odd displacement at minimum: 0.1705 A
Oxygen displacement at site 1: 0.1032 A
Population site 1: 0.9563
Population difference: 0.9125
Distorted energy: -0.52983 eV
Odd curvature at minimum: 11.657 eV/A^2
Missed energy: 85.37 meV
Missed energy at t=0.10 eV: 154.69 meV
Missed energy at t=0.20 eV: 85.37 meV
Missed energy at t=0.30 eV: 36.50 meV
Missed energy at t=0.40 eV: 8.09 meV
Missed energy at t=0.60 eV: 0.00 meV
Smallest effective odd kick: 0.000494 A
Steps after half that kick: 0
Steps after twice that kick: 33
Energy after twice that kick: -0.52983 eV
Smallest effective site difference: 1.529 meV
Example site difference: 10.0 meV
Odd force from example difference: 0.0654 eV/A
Critical delocalization error C: 0.5779 eV
Missed energy at half critical C: 30.29 meV
Population difference at half critical C: 0.8142
Tunnelling splitting: 0.774 meV
Ground level below barrier top: 58.68 meV
Quantum population difference with bias: 0.8849
Temperature: 300 K
Thermal energy: 25.85 meV
Classical one-way rate: 4.76e+11 1/s
Morse parameter: 1.70 1/A
Missed energy with Morse bonds: 182.04 meV
Cubic cell length: 10.0 A
Site distance: 3.0 A
Electronic dielectric constant: 6.0
Image energy change on localization: -10.71 meV
\end{verbatim}
